# Short-range PBE exchange: Fermi-momentum rescaling against the HJS hole: a numerical check

```python
"""Short-range PBE exchange: Fermi-momentum rescaling (ITYH) against the HJS hole.

Result under test, for a spin-unpolarised density n:
  ITYH: F_SR = F f(nu sqrt(F)), the energy of a stretched uniform-gas hole
        whose charge is -F**1.5;
  HJS:  F_SR = -(8/9) integral of y J(s,y) erfc(nu y), with hole charge -1.
Symbols: kF = (3 pi^2 n)^(1/3), s = |grad n|/(2 kF n), nu = omega/kF,
y = kF u (u = electron separation), F = PBE exchange enhancement factor,
f = uniform-gas attenuation. Energy = integral of n (-3 kF/(4 pi)) F_SR.
Atomic units are used internally; printed energies are in eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, spherical_jn
from pyscf import gto, dft
from pyscf.dft import libxc, numint

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = constants.physical_constants["Bohr radius"][0] * 1e10
ROOT_PI = np.sqrt(np.pi)
KAPPA, MU = 0.804, 0.2195149727645171

# Published constants of the HJS hole and of its rational function H(s)
A, B, C, D = 0.757211, -0.106364, -0.118649, 0.609650
H_NUM = [0.0159941, 0.0852995, -0.160368, 0.152645, -0.0971263, 0.0422061]
H_DEN = [5.33319, -12.4780, 11.0988, -5.11013, 1.71468, -0.610380,
         0.307555, -0.0770547, 0.0334840]


def pbe_factor(s):
    return 1 + KAPPA - KAPPA / (1 + MU * s**2 / KAPPA)


def attenuation(nu):
    """Uniform-gas short-range fraction; a series avoids cancellation."""
    a = np.maximum(np.asarray(nu, float) / 2, 1e-12)
    b = np.minimum(a, 5.0)
    closed = 1 - 8 * b / 3 * (ROOT_PI * erf(1 / (2 * b))
                              + (2 * b - 4 * b**3) * np.exp(-1 / (4 * b**2))
                              - 3 * b + 4 * b**3)
    t = np.maximum(a, 5.0)**-2
    series = t / 36 - t**2 / 960 + t**3 / 26880 - t**4 / 829440
    return np.where(a < 5.0, closed, series)


def ityh_factor(s, nu):
    f_pbe = pbe_factor(s)
    return f_pbe * attenuation(nu * np.sqrt(f_pbe))


def hjs_parameters(s):
    s = np.asarray(s, float)
    num = sum(c * s**(k + 2) for k, c in enumerate(H_NUM))
    den = 1 + sum(c * s**(k + 1) for k, c in enumerate(H_DEN))
    zeta = np.maximum(s**2 * num / den, 1e-30)
    eta, lam = A + zeta, D + zeta
    c_s = C - s**2 / (27 * (1 + s**2 / 4)) - zeta / 2
    e_s = (-2 * c_s * lam / 5 - 4 * B * lam**2 / 15 - 6 * A * lam**3 / 5
           - lam**3.5 * (4 * ROOT_PI / 5
                         + 12 * (np.sqrt(zeta) - np.sqrt(eta)) / 5))
    return zeta, eta, lam, c_s, e_s


def hjs_factor(s, nu):
    zeta, eta, lam, c_s, e_s = hjs_parameters(s)
    rz, re, rl = (np.sqrt(v + nu**2) for v in (zeta, eta, lam))
    chi = nu / rl
    return (A - 4 * B / (9 * lam) * (1 - chi)
            - 4 * c_s / (9 * lam**2) * (1 - 1.5 * chi + 0.5 * chi**3)
            - 8 * e_s / (9 * lam**3)
            * (1 - 15 * chi / 8 + 5 * chi**3 / 4 - 3 * chi**5 / 8)
            + 2 * nu * (rz - re)
            + 2 * zeta * np.log((nu + rz) / (nu + rl))
            - 2 * eta * np.log((nu + re) / (nu + rl)))


def hjs_hole(s, y):
    zeta, eta, lam, c_s, e_s = hjs_parameters(s)
    inner = 9 * np.expm1(-A * y**2) / (4 * y**4)
    outer = 9 * A / (4 * y**2) + B + c_s * y**2 + e_s * y**4
    return (inner + outer * np.exp(-D * y**2)) * np.exp(-zeta * y**2)


def uniform_hole(y):
    return -4.5 * (spherical_jn(1, y) / y)**2


def integrate_hole(function):
    return (quad(function, 1e-4, 2, limit=300)[0]
            + quad(function, 2, np.inf, limit=300)[0])


# Closed forms against quadrature over the two holes
quad_error_ityh = quad_error_hjs = 0.0
for s in (0.5, 1.0, 2.0, 3.0):
    stretch = np.sqrt(pbe_factor(s))
    for nu in (0.2, 0.7, 2.0):
        direct = -8 / 9 * quad(
            lambda y: y * uniform_hole(y / stretch) * erfc(nu * y),
            1e-6, 7 / nu, limit=400)[0]
        quad_error_ityh = max(quad_error_ityh,
                              abs(direct - ityh_factor(s, nu)))
        direct = -8 / 9 * integrate_hole(
            lambda y: y * hjs_hole(s, y) * erfc(nu * y))
        quad_error_hjs = max(quad_error_hjs, abs(direct - hjs_factor(s, nu)))
assert quad_error_ityh < 1e-6 and quad_error_hjs < 1e-6

# Hole charge: by direct integration for HJS, from the small-nu slope for both
hjs_charge = 4 / (3 * np.pi) * integrate_hole(lambda y: y**2 * hjs_hole(1., y))
assert abs(hjs_charge + 1) < 1e-6


def charge_from_slope(factor, s, h=1e-3):
    def secant(x):
        return (factor(s, x) - factor(s, 0.0)) / x
    return (2 * secant(h / 2) - secant(h)) * 3 / (4 * ROOT_PI)


slope_charge_hjs = charge_from_slope(hjs_factor, 1.0)
slope_charge_ityh = charge_from_slope(ityh_factor, 1.0)
assert abs(slope_charge_hjs + 1) < 1e-4
assert abs(slope_charge_ityh + pbe_factor(1.0)**1.5) < 1e-4

# Large nu: common leading term, different next term
# Tolerance covers the following order, about 2e-4 at nu = 10.
big = 10.0
next_hjs = (hjs_factor(1.0, big) - 1 / (9 * big**2)) * big**4
next_ityh = (ityh_factor(1.0, big) - 1 / (9 * big**2)) * big**4
assert abs(next_hjs + (0.1 - 1 / (27 * 1.25)) / 6) < 8e-4
assert abs(next_ityh + 1 / (60 * pbe_factor(1.0))) < 8e-4

# Full-range HJS energy must return PBE, within the quality of the H(s) fit
s_line = np.linspace(0, 3, 301)
fit_error = np.max(np.abs(hjs_factor(s_line, 0.0) - pbe_factor(s_line)))
assert fit_error < 1e-3

# Library comparison: infer its omega at one point, predict all the others
n_test = np.repeat([0.05, 0.4, 3.0], 4)
s_test = np.tile([0.3, 1.0, 1.8, 2.8], 3)
k_test = (3 * np.pi**2 * n_test)**(1 / 3)
rho_test = np.zeros((4, n_test.size))
rho_test[0] = n_test
rho_test[1] = 2 * k_test * n_test * s_test
library = {}
for name, factor in (("GGA_X_ITYH_PBE", ityh_factor),
                     ("GGA_X_HJS_PBE", hjs_factor)):
    eps = libxc.eval_xc(name + ",", rho_test, spin=0, deriv=1)[0]
    ratio = eps / (-3 * k_test / (4 * np.pi))
    omega_lib = brentq(lambda w: factor(s_test[0], w / k_test[0]) - ratio[0],
                       1e-5, 3.0, xtol=1e-13)
    error = np.max(np.abs(factor(s_test, omega_lib / k_test) - ratio))
    assert error < 1e-5
    library[name] = (omega_lib, error)

# Table at equal s and nu
s_table = [0.0, 0.5, 1.0, 1.5, 2.0, 3.0]
nu_table = np.array([0.0, 0.1, 0.2, 0.5, 1.0, 2.0])
for s in s_table:
    gap = hjs_factor(s, nu_table) - ityh_factor(s, nu_table)
    if s == 0:
        uniform_gap = np.max(np.abs(gap))
        assert uniform_gap < 5e-3
    if s >= 1:
        assert np.all(gap[1:] > 0)

# Neon: one self-consistent PBE density for every energy
mol = gto.M(atom="Ne 0 0 0", basis="cc-pvqz", verbose=0)
mf = dft.RKS(mol)
mf.xc = "PBE"
mf.grids.level = 4
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
coords, weights = mf.grids.coords, mf.grids.weights
ao = numint.eval_ao(mol, coords, deriv=1)
rho = numint.eval_rho(mol, ao, dm, xctype="GGA")
keep = rho[0] > 1e-10
rho = np.ascontiguousarray(rho[:4, keep])
weights = weights[keep]
radius = np.linalg.norm(coords[keep], axis=1)
density = rho[0]
kf = (3 * np.pi**2 * density)**(1 / 3)
s_grid = np.sqrt(np.sum(rho[1:4]**2, axis=0)) / (2 * kf * density)
lda_weight = -3 * kf / (4 * np.pi) * density * weights
electrons = np.sum(density * weights)
assert abs(electrons - 10) < 1e-4


def energy(factor, omega):
    return np.sum(lda_weight * factor(s_grid, omega / kf))


omega = 0.3
e_pbe = np.sum(lda_weight * pbe_factor(s_grid))
e_pbe_lib = np.sum(weights * density * libxc.eval_xc("PBE,", rho)[0])
assert abs(e_pbe - e_pbe_lib) < 1e-6
e_hjs_full = energy(hjs_factor, 0.0)
assert abs(e_hjs_full / e_pbe - 1) < 1e-3
e_ityh, e_hjs = energy(ityh_factor, omega), energy(hjs_factor, omega)
difference = e_hjs - e_ityh
assert difference < 0

# Excess charge of the stretched hole gives the initial slope in omega
excess = np.sum(weights * density * (pbe_factor(s_grid)**1.5 - 1))
slope = -excess / ROOT_PI
tiny = 2e-4
slope_numeric = ((energy(hjs_factor, tiny) - energy(ityh_factor, tiny))
                 - (e_hjs_full - energy(ityh_factor, 0.0))) / tiny
assert abs(slope_numeric / slope - 1) < 0.02

local_gap = lda_weight * (hjs_factor(s_grid, omega / kf)
                          - ityh_factor(s_grid, omega / kf))
core_radius = 0.15
core_share = np.sum(local_gap[radius * BOHR_ANG < core_radius]) / difference
mean_s = np.sum(lda_weight * s_grid) / np.sum(lda_weight)
mean_nu = np.sum(lda_weight * omega / kf) / np.sum(lda_weight)


def fock_exchange(eri):
    return -0.25 * np.sum(dm * np.einsum("ijkl,jk->il", eri, dm))


fock_full = fock_exchange(mol.intor("int2e"))
with mol.with_range_coulomb(omega):
    fock_long = fock_exchange(mol.intor("int2e"))
fock_short = fock_full - fock_long
assert fock_full < fock_short < 0

print("Enhancement factors (dimensionless); columns are nu = omega/kF")
print("  s    method " + " ".join(f"{v:8.1f}" for v in nu_table))
for s in s_table:
    for label, factor in (("ITYH", ityh_factor), ("HJS ", hjs_factor)):
        row = " ".join(f"{v:8.4f}" for v in factor(s, nu_table))
        print(f" {s:4.1f}  {label}  {row}")
print(f"largest table gap at s=0: {uniform_gap:.5f}")
print(f"PBE factor at s=1: {pbe_factor(1.0):.5f}")
print(f"hole charge at s=1, HJS, integrated: {hjs_charge:.6f} electrons")
print(f"hole charge at s=1, HJS, slope: {slope_charge_hjs:.5f} electrons")
print(f"hole charge at s=1, ITYH, slope: {slope_charge_ityh:.5f} electrons")
print(f"nu^-4 coefficient at s=1, nu=10, HJS: {next_hjs:.5f}")
print(f"nu^-4 coefficient at s=1, nu=10, ITYH: {next_ityh:.5f}")
print(f"largest quadrature error, ITYH: {quad_error_ityh:.1e}")
print(f"largest quadrature error, HJS: {quad_error_hjs:.1e}")
print(f"largest HJS-PBE factor error, s<=3, nu=0: {fit_error:.1e}")
for name, (w, err) in library.items():
    print(f"{name}: omega {w:.5f} 1/bohr, factor error {err:.1e}")
print(f"neon omega: {omega:.3f} 1/bohr = {omega / BOHR_ANG:.4f} 1/angstrom")
print(f"neon integrated electrons: {electrons:.6f}")
print(f"neon exchange-weighted mean s: {mean_s:.4f}")
print(f"neon exchange-weighted mean nu: {mean_nu:.4f}")
print(f"neon full PBE exchange: {e_pbe * HARTREE_EV:.3f} eV")
print(f"neon full HJS exchange: {e_hjs_full * HARTREE_EV:.3f} eV")
print(f"neon full Fock exchange: {fock_full * HARTREE_EV:.3f} eV")
print(f"neon short-range ITYH: {e_ityh * HARTREE_EV:.3f} eV")
print(f"neon short-range HJS: {e_hjs * HARTREE_EV:.3f} eV")
print(f"neon short-range Fock: {fock_short * HARTREE_EV:.3f} eV")
print(f"HJS minus ITYH: {difference * HARTREE_EV:.3f} eV"
      f" = {difference:.5f} hartree")
print(f"ITYH minus Fock: {(e_ityh - fock_short) * HARTREE_EV:.3f} eV")
print(f"HJS minus Fock: {(e_hjs - fock_short) * HARTREE_EV:.3f} eV")
print(f"share of difference inside {core_radius} angstrom: {core_share:.4f}")
print(f"integrated excess hole charge: {excess:.4f} electrons")
print(f"linear estimate of difference: {slope * omega * HARTREE_EV:.3f} eV")
print(f"numerical/analytic initial slope: {slope_numeric / slope:.5f}")
print("success")
```

It prints:

```
Enhancement factors (dimensionless); columns are nu = omega/kF
  s    method      0.0      0.1      0.2      0.5      1.0      2.0
  0.0  ITYH    1.0000   0.7836   0.6063   0.2769   0.0965   0.0268
  0.0  HJS     1.0000   0.7837   0.6069   0.2800   0.0976   0.0268
  0.5  ITYH    1.0514   0.8186   0.6290   0.2821   0.0972   0.0268
  0.5  HJS     1.0514   0.8268   0.6392   0.2908   0.0992   0.0269
  1.0  ITYH    1.1724   0.8998   0.6806   0.2931   0.0985   0.0269
  1.0  HJS     1.1725   0.9407   0.7330   0.3265   0.1048   0.0273
  1.5  ITYH    1.3060   0.9872   0.7346   0.3037   0.0996   0.0270
  1.5  HJS     1.3060   1.0727   0.8562   0.3950   0.1193   0.0282
  2.0  ITYH    1.4197   1.0601   0.7784   0.3116   0.1005   0.0271
  2.0  HJS     1.4196   1.1857   0.9656   0.4705   0.1411   0.0297
  3.0  ITYH    1.5714   1.1550   0.8338   0.3208   0.1014   0.0271
  3.0  HJS     1.5715   1.3371   1.1137   0.5834   0.1819   0.0335
largest table gap at s=0: 0.00315
PBE factor at s=1: 1.17244
hole charge at s=1, HJS, integrated: -1.000000 electrons
hole charge at s=1, HJS, slope: -1.00000 electrons
hole charge at s=1, ITYH, slope: -1.26950 electrons
nu^-4 coefficient at s=1, nu=10, HJS: -0.01150
nu^-4 coefficient at s=1, nu=10, ITYH: -0.01420
largest quadrature error, ITYH: 2.2e-13
largest quadrature error, HJS: 2.2e-09
largest HJS-PBE factor error, s<=3, nu=0: 9.6e-05
GGA_X_ITYH_PBE: omega 0.33000 1/bohr, factor error 4.4e-16
GGA_X_HJS_PBE: omega 0.11000 1/bohr, factor error 4.4e-16
neon omega: 0.300 1/bohr = 0.5669 1/angstrom
neon integrated electrons: 10.000000
neon exchange-weighted mean s: 0.6746
neon exchange-weighted mean nu: 0.0651
neon full PBE exchange: -327.521 eV
neon full HJS exchange: -327.523 eV
neon full Fock exchange: -328.142 eV
neon short-range ITYH: -279.332 eV
neon short-range HJS: -283.620 eV
neon short-range Fock: -283.636 eV
HJS minus ITYH: -4.288 eV = -0.15760 hartree
ITYH minus Fock: 4.304 eV
HJS minus Fock: 0.016 eV
share of difference inside 0.15 angstrom: 0.3593
integrated excess hole charge: 1.9644 electrons
linear estimate of difference: -9.048 eV
numerical/analytic initial slope: 0.99943
success
```
